\section*{Bruggeman's conduction threshold at one third for spherical grains}

\section{What simple averages miss}

Consider a film made of well-conducting grains mixed with nearly insulating ones. Let the good grains have conductivity $\sigma_c$ and volume fraction $f$, and let the poor grains have conductivity $\sigma_i$ and fraction $1-f$. Two simple averages suggest themselves. If every grain felt the same field, the conductivity would be
\[
\sigma_{\rm par}=f\sigma_c+(1-f)\sigma_i .
\]
If every grain carried the same current density, it would be
\[
\sigma_{\rm ser}=\left(\frac{f}{\sigma_c}+\frac{1-f}{\sigma_i}\right)^{-1}.
\]
Let $\sigma_i\to0$. The first average then predicts conduction for every $f>0$, even when the good grains are few and isolated. The second predicts none for any $f<1$, even when a few poor grains sit in a continuous conductor. Neither has a threshold at an intermediate composition.

What is missing is the way the field divides between the two kinds of grain. Bruggeman's effective-medium theory supplies an approximate answer and gives a threshold at $f=1/3$.

\section{Model and conventions}

The current is steady and obeys $\mathbf J=\sigma\mathbf E$ locally, with $\mathbf E=-\nabla\phi$. The interfaces have no resistance of their own, and tunnelling between separated grains is neglected. The mixture is isotropic, and the film is much thicker than a grain, so that the problem is three-dimensional. Conductivities are given in S/m.

The approximation is this: each grain, good or poor, is treated as a sphere surrounded by a uniform medium of the unknown conductivity $\sigma_e$ of the whole mixture. Equal spheres cannot fill space, so the sphere is an idealization, meant for grains of roughly equal extent in all directions. Long or flat grains need a different field factor, even when they are randomly oriented. The actual neighbours of a grain are replaced by the medium.

\section{The field inside one grain}

Place a sphere of radius $a$ and conductivity $\sigma$ in the medium, with a uniform field $E_0$ along the polar axis far away. Charge conservation, $\nabla\cdot\mathbf J=0$, gives Laplace's equation in each region. The far potential is proportional to $\cos\theta$, so we try
\begin{align}
\phi_{\rm in}&=-A\,r\cos\theta,\\
\phi_{\rm out}&=\left(-E_0r+\frac{B}{r^2}\right)\cos\theta .
\end{align}
Both satisfy Laplace's equation, and $\phi_{\rm out}$ has the required far field. Continuity of the potential at $r=a$ gives
\[
-Aa=-E_0a+\frac{B}{a^2}
\quad\Longrightarrow\quad
\frac{B}{a^3}=E_0-A .
\]
The normal current density is $-\sigma\,\partial\phi/\partial r$ inside and $-\sigma_e\,\partial\phi/\partial r$ outside. Its continuity requires
\[
\sigma A=\sigma_e\left(E_0+\frac{2B}{a^3}\right)
=\sigma_e(3E_0-2A).
\]
Collecting the terms in $A$ gives $(\sigma+2\sigma_e)A=3\sigma_eE_0$. The inner field is therefore uniform, with
\begin{equation}
\frac{E_{\rm in}}{E_0}=\frac{3\sigma_e}{\sigma+2\sigma_e}.
\label{eq:field}
\end{equation}
For $\sigma=\sigma_e$ the ratio is 1, as it must be. A very good conductor expels the field. A perfect insulator in a conducting medium has $E_{\rm in}=3E_0/2$, whatever the value of $\sigma_e>0$.

\section{Self-consistency}

The field averaged over the volume of the mixture is the macroscopic field. We identify it with the far field $E_0$ seen by each grain. Weighting \eqref{eq:field} with the volume fractions gives
\begin{equation}
f\,\frac{3\sigma_e}{\sigma_c+2\sigma_e}
+(1-f)\,\frac{3\sigma_e}{\sigma_i+2\sigma_e}=1 .
\label{eq:mean}
\end{equation}
The average current must also equal $\sigma_eE_0$. This is not a second condition. For either kind of grain, $k=c$ or $i$,
\[
\frac{3\sigma_k}{\sigma_k+2\sigma_e}
=3-2\,\frac{3\sigma_e}{\sigma_k+2\sigma_e}.
\]
The weighted average of the right side is $3-2=1$ by \eqref{eq:mean}. Multiplication by $\sigma_eE_0$ turns the left side into the average of $\sigma_kE_{{\rm in},k}$, which is thus $\sigma_eE_0$.

Since
\[
\frac{\sigma_k-\sigma_e}{\sigma_k+2\sigma_e}
=1-\frac{3\sigma_e}{\sigma_k+2\sigma_e},
\]
equation \eqref{eq:mean} is equivalent to Bruggeman's form,
\begin{equation}
f\,\frac{\sigma_c-\sigma_e}{\sigma_c+2\sigma_e}
+(1-f)\,\frac{\sigma_i-\sigma_e}{\sigma_i+2\sigma_e}=0 .
\label{eq:brug}
\end{equation}

\section{Solving for the conductivity}

Take both conductivities positive and multiply \eqref{eq:brug} by the two denominators. The products are
\begin{align*}
(\sigma_c-\sigma_e)(\sigma_i+2\sigma_e)
&=\sigma_c\sigma_i+(2\sigma_c-\sigma_i)\sigma_e-2\sigma_e^2,\\
(\sigma_i-\sigma_e)(\sigma_c+2\sigma_e)
&=\sigma_c\sigma_i+(2\sigma_i-\sigma_c)\sigma_e-2\sigma_e^2 .
\end{align*}
Add them with weights $f$ and $1-f$. The coefficient of $\sigma_e$ becomes
\begin{equation}
b=f(2\sigma_c-\sigma_i)+(1-f)(2\sigma_i-\sigma_c)
=(3f-1)\sigma_c+(2-3f)\sigma_i ,
\end{equation}
and the equation is
\[
2\sigma_e^2-b\sigma_e-\sigma_c\sigma_i=0 .
\]
The product of its roots is $-\sigma_c\sigma_i/2<0$, so exactly one root is positive:
\begin{equation}
\sigma_e=\frac{b+\sqrt{b^2+8\sigma_c\sigma_i}}{4}.
\label{eq:closed}
\end{equation}

Now let $\sigma_i\to0^+$ at fixed $f$. Then $b\to(3f-1)\sigma_c$ and the square root tends to $|3f-1|\sigma_c$, so that
\begin{equation}
\sigma_e\longrightarrow
\begin{cases}
\sigma_c(3f-1)/2, & f>1/3,\\
0, & f\le1/3 .
\end{cases}
\label{eq:threshold}
\end{equation}
The limit has to be taken in this way because putting $\sigma_i=\sigma_e=0$ directly into \eqref{eq:brug} leaves the insulating term as $0/0$.

\section{Why one third}

Suppose that the poor grains insulate perfectly and that the mixture conducts. Each poor grain then has the inner field $3E_0/2$, and together these grains contribute $3(1-f)E_0/2$ to the average. The good grains add a positive amount. The total can equal $E_0$ only if
\[
\frac{3(1-f)}{2}<1
\quad\Longleftrightarrow\quad f>\frac13 .
\]
Below one third the insulating grains alone would demand more than the whole available field, and a conducting solution is impossible.

The linear rise above threshold has an equally direct origin. Current flows only in the good grains, where $J=\sigma_cE$. Its average is $\sigma_c$ times the part of the average field that lies in those grains:
\[
\sigma_eE_0=\sigma_c\left[E_0-\frac{3(1-f)}{2}E_0\right]
=\frac{\sigma_c(3f-1)}{2}E_0 .
\]

\subsection{A film of columns}

The factor $3/2$ depends on shape and dimension. If the grains are circular columns running through the whole film and the current flows in the plane, the problem is two-dimensional. The outer potential is then $(-E_0r+B/r)\cos\theta$. Continuity of the potential gives $B/a^2=E_0-A$, and continuity of the current gives
\[
\sigma A=\sigma_e\left(E_0+\frac{B}{a^2}\right)=\sigma_e(2E_0-A)
\quad\Longrightarrow\quad
\frac{A}{E_0}=\frac{2\sigma_e}{\sigma+\sigma_e}.
\]
An insulating column has inner field $2E_0$. The condition $2(1-f)<1$ moves the threshold to $f=1/2$, and the same current argument gives $\sigma_e=\sigma_c(2f-1)$ above it. The value one third, found for spheres in three dimensions, therefore does not carry over to columns.

\section{Small leakage}

Real poor grains conduct a little. For $\sigma_i>0$ equation \eqref{eq:closed} is smooth in $f$, and the threshold becomes a crossover. Its form for $\sigma_i\ll\sigma_c$ follows in three cases.

\textit{Below threshold.} Except very close to $f=1/3$, where the term $(2-3f)\sigma_i$ matters, $b<0$ and \eqref{eq:closed} is a small difference of large terms. Multiplying numerator and denominator by $\sqrt{b^2+8\sigma_c\sigma_i}-b$ gives
\begin{equation}
\sigma_e=\frac{2\sigma_c\sigma_i}{\sqrt{b^2+8\sigma_c\sigma_i}-b}
\simeq\frac{2\sigma_c\sigma_i}{2(1-3f)\sigma_c}
=\frac{\sigma_i}{1-3f}.
\label{eq:below}
\end{equation}
The conductivity is proportional to the leakage. Inserting $\sigma_e=\sigma_i/(1-3f)$ into \eqref{eq:field} for a poor grain gives
\[
\frac{E_{\rm in}}{E_0}=\frac{3}{(1-3f)+2}=\frac{1}{1-f}.
\]
The poor grains, of fraction $1-f$, thus hold the whole average field to leading order.

\textit{At threshold.} With $f=1/3$, $b=\sigma_i$ and
\begin{equation}
\sigma_e=\frac{\sigma_i+\sqrt{\sigma_i^2+8\sigma_c\sigma_i}}{4}
\simeq\sqrt{\frac{\sigma_c\sigma_i}{2}} .
\label{eq:at}
\end{equation}

\textit{Above threshold.} Here $b>0$. Expanding the root as $b+4\sigma_c\sigma_i/b$ gives $\sigma_e\simeq b/2+\sigma_c\sigma_i/b$. To first order in $\sigma_i$,
\begin{equation}
\sigma_e\simeq\frac{\sigma_c(3f-1)}{2}
+\sigma_i\left[\frac{2-3f}{2}+\frac{1}{3f-1}\right].
\label{eq:above}
\end{equation}

The leading powers of $\sigma_i$ are thus $1$, $1/2$ and $0$. The approximations \eqref{eq:below} and \eqref{eq:above} require $b^2\gg8\sigma_c\sigma_i$. A natural half-width of the crossover follows from setting the two terms equal, with $b\simeq(3f-1)\sigma_c$:
\begin{equation}
\left|f-\tfrac13\right|=\frac13\sqrt{\frac{8\sigma_i}{\sigma_c}} .
\label{eq:width}
\end{equation}

\section{Worked example}

Take the model values $\sigma_c=10^4$ S/m and $\sigma_i=1$ S/m. At $f=0.5$,
\[
b=0.5\times10^4+0.5\times1=5000.5\ \text{S/m},
\]
\[
\sigma_e=\frac{5000.5+\sqrt{5000.5^2+8\times10^4}}{4}
=2502.2\ \text{S/m}.
\]
Other compositions follow in the same way. The last column is the limit \eqref{eq:threshold}.

\begin{center}
\begin{tabular}{ccc}
$f$ & $\sigma_e$ (S/m) & $\sigma_i\to0^+$ (S/m)\\
0.10 & 1.43 & 0\\
0.20 & 2.50 & 0\\
0.30 & 9.82 & 0\\
1/3 & 70.96 & 0\\
0.40 & 1005.4 & 1000\\
0.50 & 2502.2 & 2500\\
0.70 & 5500.9 & 5500
\end{tabular}
\end{center}

Between $f=0.30$ and $f=0.40$ the conductivity rises about a hundredfold. At $f=0.30$ the estimate \eqref{eq:below} gives $1/0.1=10$ S/m, about 2\% above the tabulated value. At $f=0.40$ the leakage term in \eqref{eq:above} is $0.4+5=5.4$ S/m, which accounts for the difference between the two columns.

The fields at $f=0.5$ show the balance behind the result. From \eqref{eq:field}, $E_{\rm in}/E_0$ is $0.5003$ in a good grain and $1.4997$ in a poor one. The averages are
\begin{align*}
0.5\times0.5003+0.5\times1.4997&=1.0000,\\
0.5\times10^4\times0.5003+0.5\times1\times1.4997&=2502.2\ \text{S/m}.
\end{align*}
The first is the average field and the second the average current density, each divided by $E_0$. The second reproduces $\sigma_e$.

The half-width \eqref{eq:width} is $\sqrt{8\times10^{-4}}/3=0.0094$. At the upper edge of the crossover, \eqref{eq:closed} with $b^2=8\sigma_c\sigma_i$ gives $b(1+\sqrt2)/4$, which is $(1+\sqrt2)/2\simeq1.207$ times the ideal value $b/2$. Solving \eqref{eq:mean} numerically at this composition gives a ratio of $1.210$. The small excess comes from the term $(2-3f)\sigma_i$ in $b$, which was dropped in defining the width.

\section{Where the threshold fails}

Equation \eqref{eq:brug} contains the volume fractions but no information about which grains touch. Good grains that are each coated by a continuous insulating layer carry no steady current across the film, even if $f>1/3$. A connected framework of thin conducting wires can carry current at $f<1/3$. One third is the threshold of this approximation, not a universal property of mixtures.

\subsection{A network with the same effective equation}

A random resistor network allows the approximation to be compared with a direct solution. On a simple cubic lattice let a fraction $p$ of the bonds have conductance 1 and the rest a small conductance $\epsilon$. Replace the surroundings of one bond by a uniform lattice of bond conductance $g_m$.

To find how these surroundings respond, inject a current $I$ at node 1 of the infinite uniform lattice and remove it at infinity. By symmetry each of the six bonds at node 1 carries $I/6$. Next feed $I$ in from infinity and extract it at the neighbouring node 2; each bond there also carries $I/6$. Superposed, the two currents in the bond from 1 to 2 add to $I/3$. The voltage across it is $I/(3g_m)$, so the conductance between the nodes is $3g_m$. The bond itself supplies $g_m$, and the rest of the lattice supplies $2g_m$.

Now apply a uniform mean field that puts a voltage $V_0$ across each bond along it. Seen from the chosen bond, the rest of the lattice is a current source $I_s$ in parallel with $2g_m$. For the original bond, $g_mV_0=I_s-2g_mV_0$, so $I_s=3g_mV_0$. For a replaced bond of conductance $g$ and voltage $V$,
\[
gV=3g_mV_0-2g_mV
\quad\Longrightarrow\quad
\frac{V}{V_0}=\frac{3g_m}{g+2g_m}.
\]
This is the sphere factor \eqref{eq:field} with conductances in place of conductivities. Requiring the average voltage to be $V_0$ reproduces \eqref{eq:mean} with $p$ in place of $f$. The theory therefore predicts a threshold at $p=1/3$ for this network too. Here $p$ counts bonds and is not a volume fraction.

\subsection{Direct solution}

Kirchhoff's equations were solved by conjugate gradients on periodic lattices with 18 nodes per side, under an imposed mean voltage drop. The results below are means over four random bond arrangements with their standard errors. They are relative to a lattice made entirely of good bonds.

For $p=0.70$ and $\epsilon=10^{-4}$ the network gives $0.548\pm0.004$, and the theory gives $0.550$. The difference is less than 1\% and lies within the statistical error of these four samples. They cannot show whether a smaller systematic difference remains.

For $p=0.30$ and the same $\epsilon$, the network gives $0.020\pm0.002$, while the theory gives $0.00098$. The network conducts about twenty times better than predicted. To see whether leakage carries this current, keep the bond arrangements and reduce $\epsilon$ tenfold. The network keeps 95\% of its conductivity, whereas the theory keeps 10\%, close to the proportionality in \eqref{eq:below}. The weak dependence on $\epsilon$ indicates that most of the current follows connected paths of good bonds, which an average medium does not represent.

These finite samples do not locate the threshold of an infinite lattice. They do show that the approximation can be accurate well above its threshold and still fail badly near it. The comparison applies to good bonds placed at random, and the close agreement at $p=0.70$ does not carry over to mixtures of grains. Cubic grains that fill space and are made good or insulating at random conduct more than 10\% below \eqref{eq:threshold} at $f=0.7$, and further below it at $f=0.5$, although they are equiaxed and uncoated. In a film, insulating coatings or connected wires can make \eqref{eq:threshold} fail far from one third as well, so the connectivity of the grains has to be known before it can be trusted.

Numbers in the example were calculated in double precision.
